# Why do two uncoupled Hartree-Fock polarizabilities of helium disagree?

## Question

I am computing the static dipole polarizability of the helium atom. After a Hartree-Fock calculation I insert the occupied orbital, the virtual orbitals and their energies into the second-order sum over states, and I get about $1.00\,a_0^3$. A colleague uses the same occupied orbital, but computes the virtual orbitals in the field of the nucleus and the one electron left behind. Her sum gives about $1.49\,a_0^3$. A coupled Hartree-Fock calculation gives $1.32\,a_0^3$.

I thought that the uncoupled Hartree-Fock polarizability was a definite number, and that coupling then added the missing response of the electrons to each other. Has one of us made a mistake? And does coupling raise the polarizability or lower it?

## Answer

Neither of you has made a mistake. Hartree-Fock theory fixes the occupied orbital of helium, but it does not fix the operator that defines the virtual orbitals, and the uncoupled sum depends on that operator. The sign of the "coupling correction" therefore depends on the starting point. For an atom with two electrons in one s orbital, one can prove that your two values must lie on opposite sides of the coupled one.

### Conventions and the freedom in the virtual space

I use Rydberg units: lengths in $a_0$, energies in Ry, $e^2=2$. The nucleus is a fixed point charge $Z$, the treatment is nonrelativistic, and orbitals are real. The one-electron operator is $h=-\nabla^2-2Z/r$ and the electron repulsion is $2/r_{12}$. A uniform static field adds $fz$ for each electron, where $f=e\mathcal E$ and $\mathcal E$ is the field strength. With $\alpha$ as a polarizability volume, the energy change is

$$\Delta E=-\tfrac12\alpha\,\mathcal E^2=-\tfrac12\alpha\frac{f^2}{e^2}=-\tfrac14\alpha f^2 .$$

Both electrons occupy the orbital $\phi$. Define the Coulomb and exchange operators of one electron in it:

$$J\chi(\mathbf r)=\chi(\mathbf r)\int\frac{2\,\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}d^3r',\qquad
K\chi(\mathbf r)=\phi(\mathbf r)\int\frac{2\,\phi(\mathbf r')\chi(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.$$

The Hartree-Fock energy is $E=2\langle\phi|h|\phi\rangle+\langle\phi|J|\phi\rangle$. The second term contains $\phi$ four times, so $\delta E=4\langle\delta\phi|(h+J)\phi\rangle$. Requiring this to vanish at fixed norm gives

$$(h+J)\phi=\varepsilon\phi .$$

The usual Fock operator is $F=h+2J-K$: repulsion from both electrons, exchange with the one of equal spin. The definitions show that $K\phi=J\phi$, so $F\phi=(h+J)\phi=\varepsilon\phi$. The two operators agree on the occupied orbital and differ on the virtual ones. You used $F$; your colleague used $h+J$.

More generally, let $Q=1-|\phi\rangle\langle\phi|$ and let $V$ be any Hermitian operator. Since $Q\phi=0$, the operator $F+QVQ$ leaves $\phi$ and $\varepsilon$ unchanged. The ground-state determinant, its density and its energy cannot tell these operators apart.

### What the uncoupled sum computes

Choose one operator $G$ with $G\phi=\varepsilon\phi$ and keep it frozen when the field is applied. Second-order perturbation theory for two independent electrons gives

$$\Delta E=-2f^2\sum_a\frac{\langle a|z|\phi\rangle^2}{\varepsilon_a-\varepsilon}
=-2f^2\langle b|(G-\varepsilon)^{-1}|b\rangle,\qquad b=z\phi .$$

Comparison with $-\alpha f^2/4$ yields

$$\alpha[G]=8\,\langle b|(G-\varepsilon)^{-1}|b\rangle .$$

Because $\phi$ is an s function, $b$ is a p function. A spherical $G$ does not mix angular momenta, so all inverses below act on p functions, where $\phi$ itself is absent.

### What the coupled calculation computes

Now let the orbital adjust self-consistently. Write $\phi(f)=\phi+f\phi_1+\dots$, with $\langle\phi|\phi_1\rangle=0$ from normalization. Reflection $z\to-z$ exchanges $f$ and $-f$, so $\varepsilon$ has no linear term. The Coulomb potential does have one, because

$$\phi(f)^2=\phi^2+2f\phi\phi_1+\dots$$

Its linear part, acting on $\phi$, is

$$J_1\phi(\mathbf r)=2\phi(\mathbf r)\int\frac{2\,\phi(\mathbf r')\phi_1(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'=2K\phi_1(\mathbf r).$$

The terms linear in $f$ of $(h+J[\phi(f)]+fz)\phi(f)=\varepsilon(f)\phi(f)$ are therefore

$$(h+J-\varepsilon)\phi_1+2K\phi_1+z\phi=0
\quad\Rightarrow\quad \phi_1=-M^{-1}b,\qquad M=h+J+2K-\varepsilon .$$

The Hartree-Fock energy is stationary with respect to the orbital, so the Hellmann-Feynman theorem applies:

$$\frac{dE}{df}=2\langle\phi(f)|z|\phi(f)\rangle=4f\langle b|\phi_1\rangle+\dots=-4f\langle b|M^{-1}|b\rangle+\dots$$

Integration gives $\Delta E=-2f^2\langle b|M^{-1}|b\rangle$, hence

$$\alpha_{\rm c}=8\,\langle b|M^{-1}|b\rangle .$$

No choice of virtual orbitals entered. The result is $-2$ times the second derivative of the Hartree-Fock energy with respect to $f$, and that energy depends on occupied orbitals alone.

### Why the two values bracket the coupled one

The three formulas differ only in the operator being inverted:

- Fock virtual orbitals: $h+2J-K-\varepsilon$
- coupled response: $h+J+2K-\varepsilon$
- field of the other electron: $h+J-\varepsilon$

First, these operators are positive on p functions. The operator $h+J$ has a local potential, and its lowest state is the nodeless orbital $\phi$. Every p function therefore has a larger expectation value than $\varepsilon$. The other two operators are larger still, as shown next.

**Upper bound.** For any real $\chi$,

$$\langle\chi|K|\chi\rangle=\iint\frac{2\,\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'\ge0,\qquad\rho=\phi\chi,$$

because this is twice the positive electrostatic energy of a charge distribution $\rho$, up to its unit. Thus $h+J\le h+J+2K$ in the sense of expectation values.

To see what this implies for the inverses, take a positive operator $A$ and complete the square:

$$2\langle b|x\rangle-\langle x|A|x\rangle=\langle b|A^{-1}|b\rangle-\langle x-A^{-1}b|A|x-A^{-1}b\rangle .$$

The maximum over $x$ is $\langle b|A^{-1}|b\rangle$. If $A$ is replaced by a larger operator, the left side falls or stays equal for every $x$, and so does the maximum. A larger operator gives a smaller polarizability, and $\alpha[h+J]\ge\alpha_{\rm c}$.

**Lower bound.** The Fock operator exceeds the coupled one by

$$(h+2J-K)-(h+J+2K)=J-3K .$$

Let $\phi=u(r)Y_{00}/r$ and $\chi=v(r)Y_{10}/r$. The Coulomb expectation value contains the spherical part of $1/r_{12}$:

$$\langle\chi|J|\chi\rangle=2F^0,\qquad F^0=\iint\frac{u(r)^2v(r')^2}{r_>}\,dr\,dr'.$$

The product $\phi\chi=uvY_{10}/(r^2\sqrt{4\pi})$ is a dipole distribution. The dipole term of $1/r_{12}$ carries the factor $4\pi/3$, and the two factors $1/\sqrt{4\pi}$ reduce it to $1/3$:

$$\langle\chi|K|\chi\rangle=\tfrac23G^1,\qquad G^1=\iint u(r)v(r)\frac{r_<}{r_>^2}u(r')v(r')\,dr\,dr'.$$

So $\langle\chi|J-3K|\chi\rangle=2(F^0-G^1)$. Two elementary inequalities finish the proof. First, $r_</r_>^2\le1/r_>$. Second,

$$|u(r)v(r')\;u(r')v(r)|\le\tfrac12\left[u(r)^2v(r')^2+u(r')^2v(r)^2\right].$$

Each term on the right integrates, with weight $1/r_>$, to $F^0/2$. Hence $G^1\le F^0$, the Fock operator is the larger one, and

$$\alpha[F]\le\alpha_{\rm c}\le\alpha[h+J].$$

The lower bound relies on p functions. For $\phi$ itself, $J\phi=K\phi$ gives $\langle\phi|J-3K|\phi\rangle=-2\langle\phi|J|\phi\rangle$, which is $-4.10$ Ry in helium. This does no harm here, since a dipole field acting on an s orbital produces no s function. With several occupied orbitals the response equations couple them, and this proof does not carry over. I claim the bracketing only for two-electron atoms and ions with the configuration 1s².

### The numbers for helium

I used 15 s and 12 p shells of Gaussian functions. In the complete-basis limit, s and p functions suffice for this property, because the linear response contains p functions alone. The orbital energy is $\varepsilon=-1.8359$ Ry, and $\langle b|b\rangle=\langle z^2\rangle=0.3949\,a_0^2$.

It helps to define an effective excitation energy by $\alpha=8\langle z^2\rangle/\bar\Delta$. The numerator, $8\times0.3949=3.159$, is common to all models, so the differences lie entirely in $\bar\Delta$:

- Fock: $3.159/3.168=0.997\,a_0^3$, or $0.148$ Å$^3$.
- Coupled: $3.159/2.390=1.322\,a_0^3$, or $0.196$ Å$^3$.
- $h+J$: $3.159/2.125=1.487\,a_0^3$, or $0.220$ Å$^3$.

Relative to the coupled value, the first is 24.6 percent too low and the last 12.5 percent too high. A separate calculation on a radial grid reproduces all three to the digits shown. The coupled value was also tested against self-consistent energies in a finite field, and the uncoupled ones against energies of electrons in the respective frozen operator plus the field. Each uncoupled number is thus a correct answer, but to its own frozen model.

### What each model leaves out

Far from the atom, $J$ tends to $2/r$ and $K$ dies off with $\phi$. For helium the Fock potential tends to $-4/r+4/r=0$: a virtual electron sees a neutral atom, as an added third electron would. The potential in $h+J$ tends to $-4/r+2/r=-2/r$, the field of a singly charged core, as appropriate for an electron excited out of the atom.

The lowest p levels reflect this. With $h+J$ it lies at $-0.255$ Ry, close to the hydrogen 2p energy of $-1/4$ Ry. With $F$ the lowest level in the basis is $+0.040$ Ry, a discrete stand-in for the continuum. This number reflects the reach of the basis, not the atom: with a hard wall at 20, 60 and 200 $a_0$ the level lies at 0.050, 0.0056 and 0.0005 Ry, following the lowest p level of a free electron in the same sphere down toward zero. A finite basis cannot by itself prove that no bound level exists, but none appears.

The operator $h+J$ also has a direct meaning in the field problem. Each electron moves in the potential of the other, and the other's charge cloud is frozen. What is missing is the shift of that cloud. Both clouds shift the same way, and their changed repulsion opposes the shift; this is the positive term $2K$. Adding it lowers the polarizability from 1.487 to 1.322.

Starting from $F$, the missing operator is

$$(h+J+2K)-(h+2J-K)=2K-(J-K).$$

The first part is the same opposing induced field. The second removes the excess repulsion $J-K$ that a Fock virtual orbital feels because it sees two electrons instead of one. On p functions the second part outweighs the first, since $J-3K\ge0$, and coupling raises the polarizability from 0.997 to 1.322. "The effect of coupling" has no sign until the uncoupled operator is named.

### "The N−1 electron potential" is not unique either

Move one electron from $\phi$ to a normalized p orbital $\chi$ and couple the spins to a singlet. The energy of this two-electron state is

$$\langle\phi|h|\phi\rangle+\langle\chi|h+J+K|\chi\rangle .$$

The ground-state energy is $2\langle\phi|h|\phi\rangle+\langle\phi|J|\phi\rangle=\langle\phi|h|\phi\rangle+\varepsilon$. The excitation energy is therefore $\langle\chi|h+J+K|\chi\rangle-\varepsilon$, which suggests $h+J+K$ as the operator for virtual p orbitals. It too describes an electron in the field of one remaining electron, now with the singlet exchange term.

Its polarizability is $1.398\,a_0^3$. Since $0\le K\le2K$, it has to lie between 1.322 and 1.487. For use on all functions, the extra term must be projected, giving $h+J+QKQ$: $(h+J+K)\phi=\varepsilon\phi+J\phi$ is not a multiple of $\phi$, whereas $(h+J+QKQ)\phi=\varepsilon\phi$. On p functions the projection changes nothing.

### Any positive value can be produced

The freedom goes further than a few sensible choices. Let $D=F-\varepsilon$ and $s=\langle b|D^{-1}|b\rangle=\alpha[F]/8$. Add to $F$ the term $-\lambda|b\rangle\langle b|$, which acts on virtual functions only, since $\langle b|\phi\rangle=0$. (The same terms for $x$ and $y$ would restore spherical symmetry without affecting a field along $z$.) We need the solution of

$$(D-\lambda|b\rangle\langle b|)x=b\quad\Rightarrow\quad x=(1+\lambda t)D^{-1}b,\qquad t=\langle b|x\rangle .$$

Projecting on $b$ gives $t=(1+\lambda t)s$, so $t=s/(1-\lambda s)$ and

$$\alpha(\lambda)=8t=\frac{\alpha[F]}{1-\lambda\alpha[F]/8},\qquad
\lambda=\frac{8}{\alpha[F]}-\frac{8}{\alpha(\lambda)} .$$

The changed operator stays positive for $\lambda s<1$, because the Cauchy-Schwarz inequality gives $\langle b|x\rangle^2\le s\langle x|D|x\rangle$. As $\lambda$ runs from $-\infty$ to $1/s$, $\alpha$ runs through all positive values.

To obtain the coupled number from an uncoupled formula, take $\lambda=8/0.9972-8/1.3222=1.972$ Ry$/a_0^2$. To obtain $5\,a_0^3$, take $6.42$ Ry$/a_0^2$; the lowest excitation gap is then still $0.57$ Ry. In both cases the helium ground-state determinant is untouched. Agreement between an uncoupled value and a measured or better computed one is therefore, by itself, no evidence that the uncoupled model is sound.

### Restoring what was omitted

The ambiguity disappears if the omitted operator is put back. Split $M=D+W$, where $D=G-\varepsilon$ now belongs to whichever $G$ was chosen. From $M^{-1}=(1+D^{-1}W)^{-1}D^{-1}$ follows

$$\alpha_{\rm c}=8\sum_{n=0}^{\infty}\langle b|(-D^{-1}W)^nD^{-1}|b\rangle,$$

provided the eigenvalues of $D^{-1}W$ are smaller than 1 in magnitude. In this basis the largest magnitude is 0.268 for $G=F$ and 0.178 for $G=h+J$, so both series converge. Their partial sums, in $a_0^3$, are

- from $F$: 0.997, 1.239, 1.301, 1.317, 1.321;
- from $h+J$: 1.487, 1.294, 1.327, 1.321, 1.322.

The patterns follow from the sign of $W$. With $N=-D^{-1/2}WD^{-1/2}$, the $n$th term is $8\langle D^{-1/2}b|N^n|D^{-1/2}b\rangle$. For $F$, $W=-(J-3K)$ makes $N$ positive, and every term adds. For $h+J$, $W=2K$ makes $N$ negative, and the terms alternate. After one correction the two results, 1.239 and 1.294, still differ. For these two operators the dependence on the starting point fades as orders are added, and the common limit is the coupled value.

Not every choice of $G$ allows this. If all eigenvalues of $D^{-1}W$ are below 1, then $M=D+W$ is smaller than $2D$, and the rule for inverses gives $\alpha[G]<2\alpha_{\rm c}$. The operator tuned to $5\,a_0^3$ violates this condition, and its series diverges. Solving with the full $M$ gives the coupled value in every case.

### A larger nuclear charge

The choice should matter less when the nucleus dominates. Put $r=\rho/Z$. Then $h$ scales as $Z^2$, while $J$ and $K$ scale as $Z$, so the models differ by a relative amount of order $1/Z$. In the limit they share the hydrogenic response. There $\phi\propto e^{-Zr}$ and $\varepsilon=-Z^2$. Try $\phi_1=-(A+Br)z\phi$:

$$(h-\varepsilon)(A+Br)z\phi=\left[4ZB+\frac{2ZA-4B}{r}\right]z\phi .$$

This equals $z\phi$ for $B=1/(4Z)$ and $A=1/(2Z^2)$. With $\langle z^2\rangle=1/Z^2$ and $\langle z^2r\rangle=5/(2Z^3)$,

$$\alpha\to8\left(\frac{1}{2Z^4}+\frac{5}{8Z^4}\right)=\frac{9}{Z^4}\,a_0^3 .$$

For Li$^+$ the Fock, coupled and $h+J$ values are 0.158, 0.189 and 0.205 $a_0^3$, in the proven order. The spread between the outer two, relative to the coupled value, is 25 percent, against 37 percent in helium. The ratio is close to the $2/3$ expected from a $1/Z$ law, though two atoms do not establish the law.

### What to report

State the operator used for the virtual orbitals whenever you quote an uncoupled value. If you want the polarizability that belongs to the Hartree-Fock energy, use the coupled one. It is well defined, but it is not the exact polarizability of helium: electron correlation is missing, as are relativistic effects and the motion of the nucleus. The bracketing concerns the coupled Hartree-Fock value and says nothing about where the true value lies. The numerical output below gives the results with further digits.

## Values computed for the example and the checks

```
Helium, Hartree-Fock, 15 s and 12 p Gaussian shells
total energy                      -5.72335 Ry
occupied orbital energy           -1.83591 Ry
<z^2> per electron                0.39494 a0^2
alpha uncoupled, h+2J-K   0.9972 a0^3 = 0.1478 A^3
  effective excitation energy     3.1683 Ry
  alpha from radial grid          0.9972 a0^3
alpha coupled, h+J+2K     1.3222 a0^3 = 0.1959 A^3
  effective excitation energy     2.3896 Ry
  alpha from radial grid          1.3222 a0^3
alpha uncoupled, h+J+K    1.3982 a0^3 = 0.2072 A^3
  effective excitation energy     2.2597 Ry
  alpha from radial grid          1.3982 a0^3
alpha uncoupled, h+J      1.4871 a0^3 = 0.2204 A^3
  effective excitation energy     2.1247 Ry
  alpha from radial grid          1.4871 a0^3
alpha from SCF energies in field  1.3222 a0^3
alpha frozen h+2J-K in field      0.9972 a0^3
alpha frozen h+J in field         1.4871 a0^3
deviation from coupled, Fock      -24.6 percent
deviation from coupled, opposite  +12.5 percent
lowest p level in basis, h+2J-K   +0.0402 Ry
lowest p level in basis, h+J      -0.2549 Ry
<phi|J-3K|phi> (s function)       -4.1031 Ry
lambda -7.9778 Ry/a0^2: alpha 0.5000 a0^3, lowest gap 1.8761 Ry
lambda +1.9718 Ry/a0^2: alpha 1.3222 a0^3, lowest gap 1.8513 Ry
lambda +6.4222 Ry/a0^2: alpha 5.0000 a0^3, lowest gap 0.5655 Ry
series from Fock: largest |ratio| 0.2677
  through order 0: 0.9972 a0^3
  through order 1: 1.2392 a0^3
  through order 2: 1.3006 a0^3
  through order 3: 1.3165 a0^3
  through order 4: 1.3207 a0^3
series from opposite: largest |ratio| 0.1783
  through order 0: 1.4871 a0^3
  through order 1: 1.2942 a0^3
  through order 2: 1.3272 a0^3
  through order 3: 1.3213 a0^3
  through order 4: 1.3224 a0^3
Li+ alpha, Fock                   0.15797 a0^3
Li+ alpha, coupled                0.18948 a0^3
Li+ alpha, opposite               0.20490 a0^3
```
